# Forward or backward launching in phonon Monte Carlo for small detectors

## The decision

A phonon Monte Carlo calculation takes heat capacities, speeds and lifetimes, which an electronic-structure program can supply, and follows phonons through a device. One setting must be chosen first: are the phonons launched from the heat source, or backward from the place where the temperature is wanted? Both choices have the same mean, but their costs can differ greatly. In the example below, a 1% statistical error at a 10 nm detector needs about 7 million forward histories or 93 thousand backward ones.

Backward launching usually pays when the detector is a much smaller target than the source. The gain shrinks, and can vanish, if most of the heat enters groups that hold little of the heat capacity, because backward phonons are then rarely in those groups while inside the source. With a small source and a large detector, forward launching is better. A backward run also needs its own launch probabilities and its own score, derived here.

## The model

Phonons are sorted into groups $p$ with heat capacity $C_p$ per volume, speed $v_p$, lifetime $\tau_p$ and mean free path $\Lambda_p=v_p\tau_p$. Let $e_p(\mathbf x,\Omega)$ be the energy per volume and solid angle in excess of equilibrium at the reference temperature. All temperatures below are rises above that reference. For small rises and a steady state,

$$v_p\,\Omega\cdot\nabla e_p+\frac{e_p}{\tau_p}=\frac{C_pT_c}{4\pi\tau_p}+s_p,\qquad s_p=\frac{Q\chi_p}{4\pi}. \tag{1}$$

Here $Q(\mathbf x)$ is the power density, and $\chi_p$ is the share of the heat released into group $p$, with $\sum_p\chi_p=1$. Collisions conserve energy, so their gain and loss must cancel when summed over groups and directions:

$$W T_c=\sum_p\int\frac{e_p}{\tau_p}\,d\Omega,\qquad W=\sum_p\frac{C_p}{\tau_p}. \tag{2}$$

This defines the collision temperature $T_c$. The detector $D$, of volume $V_D$, reads the energy temperature instead:

$$T_D=\frac{1}{CV_D}\int_D dV\sum_p\int e_p\,d\Omega,\qquad C=\sum_pC_p. \tag{3}$$

The two agree in equilibrium and can differ when the groups carry different temperatures.

The film fills $0<z<L$ and is laterally infinite. The face $z=0$ absorbs every phonon and emits no excess energy: $e_p=0$ for $\Omega_z>0$. The face $z=L$ reflects diffusely, without loss or change of group:

$$e_p(\Omega)\big|_{\Omega_z<0}=\frac1\pi\int_{\Omega'_z>0}\Omega'_z\,e_p(\Omega')\,d\Omega'. \tag{4}$$

The factor $1/\pi$ makes the fluxes balance, because $\int|\Omega_z|\,d\Omega=\pi$ over a hemisphere.

## What a forward run computes

Inserting (2) into (1), the collision gain is

$$\frac{C_p}{\tau_pW}\,\frac1{4\pi}\sum_{p'}\int\frac{e_{p'}}{\tau_{p'}}d\Omega'.$$

The sum is the energy leaving all groups by collisions per unit time. A collided phonon therefore continues isotropically, in group $p$ with probability $C_p/(\tau_pW)$.

Let the source deliver total power $P$. The energy now in $D$ is the energy released at every earlier moment, times the probability that it is in $D$ at its present age. Integrating over age gives $P\,\mathrm E[t_D]$, where $t_D$ is the time one history spends in $D$. Equation (3) becomes

$$T_D=\frac{P}{CV_D}\,\mathrm E[t_D]. \tag{5}$$

Histories start in the source in proportion to $Q$, isotropically, with group probabilities $\chi_p$.

## Turning the problem around

Write (1) as $\mathcal Le=s$ and define $\langle a,b\rangle=\sum_p\int dV\int d\Omega\,a_pb_p$. Then $T_D=\langle h,e\rangle$, where $h=1/(CV_D)$ inside $D$ and zero outside. We seek $\psi$ with $\mathcal L^\dagger\psi=h$, so that $\langle h,e\rangle=\langle\psi,\mathcal Le\rangle=\langle\psi,s\rangle$.

Integration by parts changes the sign of the streaming term:

$$\langle\psi,v\,\Omega\cdot\nabla e\rangle=-\langle e,v\,\Omega\cdot\nabla\psi\rangle+B,$$

with a surface term $B$. In the collision gain, exchanging the names of the two groups and directions moves the operator onto $\psi$. Hence

$$-v_p\Omega\cdot\nabla\psi_p+\frac{\psi_p}{\tau_p}-\frac1{\tau_p}\sum_{p'}\int\frac{C_{p'}\psi_{p'}}{4\pi\tau_{p'}W}\,d\Omega'=h. \tag{6}$$

The surface term must vanish. At the sink, $e$ is nonzero only for $\Omega_z<0$, so we require $\psi=0$ there. At the top, (4) makes the returning $e$ independent of direction, and each group contributes per area

$$v_p\int_{\Omega_z>0}\Omega_z\,e_p(\Omega)\Big[\psi_p(\Omega)-\frac1\pi\int_{\Omega'_z<0}|\Omega'_z|\,\psi_p(\Omega')\,d\Omega'\Big]d\Omega .$$

We set the bracket to zero. These are the original boundary rules with all directions reversed. That suggests

$$\psi_p(\mathbf x,\Omega)=\frac{4\pi}{C_p}\,g_p(\mathbf x,-\Omega). \tag{7}$$

Insert (7) into (6), rename $-\Omega$ as $\Omega$, and multiply by $C_p/4\pi$. The streaming term regains its positive sign. In the integral, $C_{p'}$ cancels against the $1/C_{p'}$ from (7):

$$v_p\Omega\cdot\nabla g_p+\frac{g_p}{\tau_p}-\frac{C_p}{4\pi\tau_pW}\sum_{p'}\int\frac{g_{p'}}{\tau_{p'}}d\Omega'=\frac{C_ph}{4\pi}. \tag{8}$$

This is the forward equation, with the forward boundary rules and a new source. Backward phonons therefore obey the ordinary rules of motion. The source in (8) has total strength $\sum_pC_p/C=1$, so phonons start uniformly in $D$, isotropically, with group probabilities $C_p/C$.

The score follows from $\langle\psi,s\rangle$:

$$T_D=\sum_p\int dV\,\frac{Q\chi_p}{C_p}\int g_p\,d\Omega=\mathrm E\!\left[\int\frac{Q(\mathbf x(t))\,\chi_{p(t)}}{C_{p(t)}}\,dt\right]. \tag{9}$$

The last step uses that, for a unit source, $g_p\,dV\,d\Omega$ is the mean time spent in that element. The integrand has the unit K/s.

Because $Q$ enters through the score alone, residence times recorded by place and group give the detector's response to any power map, provided that the film and the phonon data stay fixed.

## The launch law decides which temperature is read

For a detector with group-dependent response $h_p$, the same derivation gives the launch weight $C_ph_p$. The collision temperature (2), averaged over $D$, has $h_p=1/(V_D\tau_pW)$ inside $D$. Its launch probabilities are therefore $C_p/(\tau_pW)$, the collision law. Starting the phonons as if they had just collided is valid, but it answers a different question.

This was tested in a slab heated uniformly at $160<z<200$ nm and read at $95<z<105$ nm, with the parameters given below. A discrete-ordinates solution of (1) gave 39.60 K for the energy temperature and 40.02 K for the collision temperature. Solving (8) with the two launch laws reproduced both numbers to all five printed decimals. The wrong law would here cause a bias of about 1%, which more histories would not remove.

## One history

1. Choose a starting point in $D$, an isotropic direction, and a group with probability $C_p/C$.
2. Draw a free path from the density $e^{-\ell/\Lambda_p}/\Lambda_p$, because (1) attenuates a beam at the rate $1/(v_p\tau_p)$ per length. Stop at a wall if it comes first.
3. Find the length $c$ of this segment inside the source. Add $(c/v_p)\,Q\chi_p/C_p$ to the score.
4. After a collision, draw an isotropic direction and a group with probability $C_p/(\tau_pW)$. At the top, keep the group and send the phonon down with $|\Omega_z|=\sqrt u$, where $u$ is uniform on $(0,1)$; this is the cosine law contained in (4). At the sink, end the history.

After a reflection a new free path may be drawn, since an exponential law has no memory of the distance already flown.

## Why the variances differ

Let $X$ be the score of one history and $V=\mathrm{Var}\,X/(\mathrm E X)^2$ its relative variance. The relative standard error after $N$ independent histories is $\sqrt{V/N}$, so a 1% error needs $N=10^4V$. If a history takes $n$ flights on average, the cost at fixed relative error is proportional to $Vn$.

**Forward, detector edge $a$ far below every mean free path.** The chance of hitting the detector is proportional to its surface, $a^2$, and a crossing lasts a time proportional to $a$. Thus $\mathrm E[t_D]\propto a^3$, which cancels $V_D$ in (5) as it must. The second moment is $\mathrm E[t_D^2]\propto a^2\cdot a^2=a^4$, and

$$V_{\rm fwd}\propto\frac{a^4}{(a^3)^2}=a^{-2}. \tag{10}$$

Repeat visits are neglected: a return needs a collision or a reflection, followed by a flight back into the detector, which becomes improbable as $a\to0$.

**Forward, detector much larger than the mean free paths but small beside the film.** The motion is now diffusive. The chance of reaching a small body is proportional to $a$, as for the solution $a/r$ of Laplace's equation around a sphere. The time spent there scales as $a^2$. Hence $\mathrm E[t_D]\propto a^3$, $\mathrm E[t_D^2]\propto a\cdot a^4$ and $V_{\rm fwd}\propto a^{-1}$.

**Backward.** The score is at most the largest value of $Q\chi_p/C_p$ times the time spent in the source. From any state there is a chance, bounded away from zero, of reaching the sink within some fixed time, so long histories are exponentially rare and the second moment stays finite. It remains finite at $a=0$, where all histories start from one point. A forward run that scores actual crossings, as here, cannot use a point detector, because it would never hit it. Scoring the expected contribution of each launch, collision and reflection would allow one, but collisions close to the point then make the variance infinite.

The backward run has the mirror weakness: it must find the source. For a source much smaller than the mean free paths and away from the detector, the argument for (10) applies with the source edge in place of $a$. If both regions are small and well separated, both methods are costly, and their relative size and surroundings decide.

## Worked example

The film is 200 nm thick at 300 K. The three groups have these parameters:

| $p$ | $C_p$ (J/cm³K) | $v_p$ (nm/ps) | $\Lambda_p$ (nm) | $\chi_p$ |
|---|---|---|---|---|
| 1 | 1.20 | 1.5 | 20 | 0.60 |
| 2 | 0.30 | 5.0 | 150 | 0.35 |
| 3 | 0.03 | 7.0 | 1000 | 0.05 |

The total is $C=1.53$ J/(cm³ K), and the bulk conductivity is $\kappa=\sum_pC_pv_p\Lambda_p/3=157$ W/(m K). A hot spot of 200×200×40 nm touches the top and is heated at 0.50 W/µm³. Its volume is $1.6\times10^{-3}$ µm³, so its power is 0.80 mW. The detector is centred 150 nm to the side of the hot spot's axis, at mid-depth.

The launch probabilities $C_p/C$ are 0.784, 0.196 and 0.020. For group 1 the score rate is

$$\frac{Q\chi_1}{C_1}=\frac{5\times10^{17}\times0.60}{1.2\times10^{6}}\ \mathrm{K/s}=0.25\ \mathrm{K/ps}.$$

For groups 2 and 3 it is 0.58 and 0.83 K/ps.

With 160,000 forward histories and 30,000 backward histories per detector, the results are:

| Edge (nm) | Forward (K) | Backward (K) | $V_{\rm fwd}$ | $V_{\rm back}$ |
|---|---|---|---|---|
| 40 | 4.91 ± 0.09 | 5.10 ± 0.09 | 58 | 9.0 |
| 20 | 4.83 ± 0.17 | 5.11 ± 0.09 | 195 | 8.9 |
| 10 | 4.71 ± 0.31 | 5.14 ± 0.09 | 701 | 9.3 |

Errors are one standard error. At 10 nm the difference is 0.43 K and the combined error is $\sqrt{0.31^2+0.09^2}\approx0.32$ K, or 1.3 standard errors. All three forward values lie low, but they are not independent evidence of a bias: the detectors are nested and were scored in one run.

The backward variance hardly changes with detector size, and a point detector gives 5.04 ± 0.09 K with $V=9.2$. From 40 to 10 nm the forward variance grows with a fitted exponent of 1.79, between the limits 1 and 2. These edges are not all small against the shortest mean free path of 20 nm, so the full exponent 2 is not expected.

Forward histories took 45.8 flights and backward ones 41.3. The gain in cost at 10 nm is

$$\frac{701\times45.8}{9.25\times41.3}\approx84,$$

against 7 at 40 nm. It counts flights, not computer time. The forward variance at 10 nm rests on a few hundred hits and is uncertain by roughly 10%. With many more samples it settles near 650, which lowers the gain to about 80 and the fitted exponent to about 1.74.

**Roles exchanged.** The 10 nm cube now emits the 0.80 mW, and the former hot spot is the detector. This is a comparison of costs only: at this power the cube itself would rise by more than 1000 K, far outside the small-rise model. The cost ratio does not depend on the power. Forward launching gives 4.84 ± 0.09 K with $V=11$; backward launching gives 5.4 ± 0.5 K with $V\approx450$. The cost ratio, forward over backward, is about 0.02, so forward launching is cheaper by a factor of roughly 50. The factor is no sharper than that, because the backward variance rests on few hits.

**Absolute check.** Agreement between the directions could hide an error common to both. In the slab problem, backward Monte Carlo with a 10 nm cube gave 39.9 ± 0.3 K, against 39.6 K from discrete ordinates.

## Is the transport calculation needed at all?

Fourier's law for the same film gives the alternative. A heat pulse spreads with diffusivity $\kappa/C$. Adding the remains of all earlier pulses, with $s=\kappa t/C$, gives

$$T=\frac Q\kappa\int_0^\infty X(s)\,Y(s)\,Z(s)\,ds .$$

For half-width $b=100$ nm,

$$X=\tfrac12\Big[\operatorname{erf}\frac{b-x}{\sqrt{4s}}+\operatorname{erf}\frac{b+x}{\sqrt{4s}}\Big],$$

and $Y$ has the same form in $y$. Across the film, with the source between $z_1=160$ and $z_2=200$ nm,

$$Z=\frac2L\sum_{n\ge0}\frac{\sin k_nz}{k_n}\,(\cos k_nz_1-\cos k_nz_2)\,e^{-k_n^2s},\qquad k_n=\frac{(n+\frac12)\pi}{L}.$$

These sines vanish at the sink and have zero slope at the top. The result is 1.79 K, so the Boltzmann value at the 10 nm detector is 2.9 times larger.

The slab shows one source of the excess. All its heat flux, $5\times10^{17}\times40\times10^{-9}=2\times10^{10}$ W/m², must leave through the sink. Isotropic outgoing phonons at temperature $T_{\rm out}$ carry $\sum_pC_pv_pT_{\rm out}/4$. With $\sum_pC_pv_p=3.51\times10^9$ W/(m² K), such an outflow needs $T_{\rm out}\approx23$ K. No excess energy comes back from the sink, so half of the directions are empty there, and by (3) the energy temperature at the face is $T_{\rm out}/2\approx11$ K in this estimate. The transport model itself gives about 7.4 K. Giving each group its own outgoing temperature, set by its share of the flux, lowers the estimate to 8.5 K; the uneven distribution over directions accounts for the rest. Fourier's law sets the rise there to zero. At mid-depth Fourier's law gives 12.7 K and the Boltzmann equation 39.6 K. The rise at the face is thus only about a quarter of the 27 K excess; the rest builds up between the face and mid-depth. When all mean free paths were multiplied by 0.002, at fixed heat capacities and speeds, the ratio of the two fell to 1.005.

## The model beside a real chip

The heat capacity and conductivity are in the rough range of silicon near room temperature. Real silicon has a continuous spread of mean free paths, and the three groups and the heat shares are round choices. The areal load, 0.80 mW on 0.04 µm² or 2 MW/cm², is far above a chip-wide average and stands for a strongly driven local spot. Within the linear model, the rises scale with power.

The ideal sink is a strong assumption. The flux into it below the detector is 2.3 GW/m². Through a contact of 200 MW/(m² K), a rough value, this flux needs a temperature step of 11 K, twice the computed 5 K. The step is a scale and not a correction to add: a real contact would also redirect the heat, and its quoted conductance may already include part of the ballistic resistance of the face. The 5 K is thus the film's rise above an ideal sink, not a device prediction.

The effect of the three groups and the heat shares was not estimated. Two other omissions can be given a scale. The hot-spot centre rises by 34 K, or 11% of 300 K; scattering rates proportional to temperature would change by about that fraction there. The thermal wavelength $hv/(kT)$ of the fastest group is 1.1 nm, below the 10 nm edge, but phonons of low frequency have longer waves. A point detector is a limit of the equations, not a physical thermometer.

The computed temperature is also a mean. In a canonical ensemble the energy variance is $-\partial U/\partial\beta=kT^2\,\partial U/\partial T$, with $\beta=1/(kT)$. Dividing by $(CV_D)^2$ gives an rms fluctuation $\sqrt{kT^2/(CV_D)}=0.9$ K for the 10 nm cube. This is physical and is unrelated to the sampling error.

## Choosing the setting

- **One small detector, larger source:** launch backward, with probabilities $C_p/C$ for the energy temperature. If most of the heat enters groups with little heat capacity, treat the case as doubtful.
- **Small source, large detector:** launch forward.
- **Many small detectors:** one forward run serves them all, while each needs its own backward run. For similar detectors at equal relative error, backward launching wins while their number is below the single-detector gain, roughly 80 for the 10 nm case here. That number is for forward histories scored by actual crossings, and it carries the sampling error of a variance based on a few hundred hits.
- **Doubtful cases:** make short runs both ways and compare $Vn$. Distrust a forward variance that rests on a few hits; a run with no hits reports zero temperature and zero error.
- **Other physics:** the derivation needs linear transport and walls that keep their rule when directions are reversed. For a different wall, repeat the surface-term step. If lifetimes depend on the computed temperature, (9) no longer holds as it stands.

The numerical output below gives the remaining digits.

## Computed values

```
group 1: C 1.20 J/(cm^3 K), v 1.5 nm/ps, mfp 20 nm, tau 13.33 ps, chi 0.60
group 2: C 0.30 J/(cm^3 K), v 5.0 nm/ps, mfp 150 nm, tau 30.00 ps, chi 0.35
group 3: C 0.03 J/(cm^3 K), v 7.0 nm/ps, mfp 1000 nm, tau 142.86 ps, chi 0.05
energy launch probabilities: [0.7843 0.1961 0.0196]
collision probabilities: [0.8981 0.0998 0.0021]
score rate Q*chi/C by group [K/ps]: [0.25   0.5833 0.8333]
total heat capacity 1.53 J/(cm^3 K)
bulk conductivity 157.0 W/(m K)
film 200 nm, reference temperature 300 K
power density 0.50 W/um^3, total power 0.80 mW
slab, energy temperature: forward 39.60459 K, backward 39.60459 K
slab, collision temperature: forward 40.02468 K, backward 40.02468 K
slab, refined grid 39.6045 K
slab, backward Monte Carlo 39.870 +- 0.308 K
slab, Fourier 12.739 K
slab, Boltzmann/Fourier with mfp times 0.002: 1.0053
histories: forward 160000, backward 30000 per detector
forward flights per history 45.8
edge 40 nm: forward 4.914 +- 0.094 K, relative var 58.2
   backward 5.095 +- 0.088 K, relative var 8.98, flights 41.2, gain 7.2
edge 20 nm: forward 4.827 +- 0.168 K, relative var 194.8
   backward 5.113 +- 0.088 K, relative var 8.91, flights 41.3, gain 24.2
edge 10 nm: forward 4.714 +- 0.312 K, relative var 701.1
   backward 5.142 +- 0.090 K, relative var 9.25, flights 41.3, gain 84.1
point detector, backward 5.038 +- 0.088 K, relative var 9.24
forward variance exponent, edge 40 to 10 nm: 1.79
histories for 1% error, 10 nm: forward 7.01e+06, backward 9.25e+04
Fourier at the detector centre 1.788 K
Boltzmann/Fourier at the 10 nm detector 2.88
roles exchanged: forward 4.840 +- 0.092 K, relative var 10.73
   backward 5.385 +- 0.466 K, relative var 449.1, gain 0.0196
hot-spot centre rise 34.31 +- 0.20 K, relative to reference 0.114
heat flux into sink below detector 2.28 GW/m^2
neglected contact rise 11.4 K at rough conductance 200 MW/(m^2 K)
thermal fluctuation in 10 nm cube 0.90 K (rms)
thermal wavelength h*v/(k*T), fastest group 1.12 nm
```
